\section*{Muon relaxation by dilute moments: Lorentzian Kubo–Toyabe function and root-exponential decay}

Take a muon at rest whose spin points along $z$ at $t=0$, in a constant magnetic field that makes the angle $\theta$ with $z$. Measure the field by the angular frequency $\omega$ of the precession it causes. The spin component along the field, $\cos\theta$, is conserved, and the perpendicular part, of length $\sin\theta$, turns at the rate $\omega$. Projecting both back on $z$ gives
\begin{equation}
P_z(t)=\cos^2\theta+\sin^2\theta\,\cos\omega t .
\end{equation}
The sense of rotation does not enter. Now let many muons see fields of the same size but of random direction. Since $\langle\cos^2\theta\rangle=1/3$ and $\langle\sin^2\theta\rangle=2/3$, their mean polarization is $\tfrac13+\tfrac23\cos\omega t$. One third of the polarization lies along the local fields and survives; two thirds oscillate.

In a solid with static random moments and no applied field, the size of the field also varies from muon to muon. If its distribution $P(\boldsymbol\omega)$ is isotropic, then
\begin{equation}
G(t)=\tfrac13+\tfrac23\langle\cos\omega t\rangle ,
\label{eq:G}
\end{equation}
and the oscillations dephase. The average follows from the characteristic function of the field. Averaging $e^{i\mathbf k\cdot\boldsymbol\omega}$ over the directions of $\boldsymbol\omega$ first,
\begin{equation}
\varphi(k)=\langle e^{i\mathbf k\cdot\boldsymbol\omega}\rangle
=\Big\langle\frac{\sin k\omega}{k\omega}\Big\rangle ,
\qquad
\frac{d}{dk}\,[k\varphi(k)]=\Big\langle\frac{d}{dk}\frac{\sin k\omega}{\omega}\Big\rangle=\langle\cos k\omega\rangle .
\end{equation}
Here $k$ has the dimension of time. Setting $k=t$ in (\ref{eq:G}),
\begin{equation}
G(t)=\tfrac13+\tfrac23\,\frac{d}{dt}\,[t\varphi(t)] .
\label{eq:Gphi}
\end{equation}

It remains to find $\varphi$ for dilute moments. Let $N$ classical moments of fixed length $m$ lie at independent random positions in a large volume $\Omega$ around the muon, with density $n=N/\Omega$ and independent isotropic directions $\hat{\mathbf m}$. One moment at distance $r$ in the direction $\hat{\mathbf r}$ produces the dipole field
\begin{equation}
\mathbf b=\frac{C}{r^3}\,[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\hat{\mathbf m})-\hat{\mathbf m}],
\qquad C=\frac{\gamma\mu_0 m}{4\pi},
\end{equation}
where $\gamma$ is the muon gyromagnetic ratio. The fields add and the moments are independent, so $\varphi$ is a product of $N$ equal factors:
\begin{equation}
\varphi(k)=\Big[1-\frac1\Omega\int d^3r\,\big(1-\langle\cos\mathbf k\cdot\mathbf b\rangle\big)\Big]^N
\to\exp\Big[-n\int d^3r\,\big(1-\langle\cos\mathbf k\cdot\mathbf b\rangle\big)\Big].
\label{eq:poisson}
\end{equation}
The sine part has dropped out because $\hat{\mathbf m}$ and $-\hat{\mathbf m}$ are equally likely. The limit is $N,\Omega\to\infty$ at fixed $n$.

Write $\mathbf k\cdot\mathbf b=kCg/r^3$, with $g=\hat{\mathbf m}\cdot\mathbf u$ and $\mathbf u=3\hat{\mathbf r}(\hat{\mathbf r}\cdot\hat{\mathbf k})-\hat{\mathbf k}$. With $v=r^3$, $r^2dr=dv/3$, and the radial integral needs, for $A=kC|g|$ and $w=A/v$,
\begin{equation}
\int_0^\infty\!dv\Big(1-\cos\frac Av\Big)=A\int_0^\infty\!\frac{1-\cos w}{w^2}\,dw
=A\int_0^\infty\!\frac{\sin w}{w}\,dw=\frac{\pi A}{2}.
\end{equation}
The second equality is an integration by parts whose boundary terms vanish. The result is linear in $k$ because the field falls as $r^{-3}$ while the number of moments grows as $r^3$. The angles of $\hat{\mathbf r}$ contribute $4\pi$ times an average, so the exponent is $-ak$ with
\begin{equation}
a=n\,\frac{4\pi}{3}\,\frac{\pi}{2}\,C\langle|g|\rangle=\frac{2\pi^2}{3}\,nC\langle|g|\rangle .
\end{equation}
A component of an isotropic unit vector is uniform on $[-1,1]$, so averaging over $\hat{\mathbf m}$ gives $|\mathbf u|/2$. With $c=\hat{\mathbf r}\cdot\hat{\mathbf k}$, $|\mathbf u|^2=9c^2-6c^2+1=1+3c^2$, and therefore
\begin{equation}
\langle|g|\rangle=\frac12\int_0^1\!\sqrt{1+3c^2}\,dc
=\frac14\Big[c\sqrt{1+3c^2}+\frac{\operatorname{arsinh}(\sqrt3\,c)}{\sqrt3}\Big]_0^1 .
\end{equation}
The bracket equals $2+\operatorname{arsinh}(\sqrt3)/\sqrt3$, so
\begin{equation}
\varphi(k)=e^{-ak},\qquad
a=\frac{\pi^2}{3}\Big[1+\frac{\operatorname{arsinh}\sqrt3}{2\sqrt3}\Big]nC\simeq4.541\,nC .
\label{eq:a}
\end{equation}

Along one axis this is the characteristic function $e^{-a|k_x|}$ of a Lorentzian, so each field component has the density $a/[\pi(a^2+\omega_x^2)]$. The density of the whole vector follows from the inverse transform in three dimensions, after the angular integral:
\begin{equation}
P(\boldsymbol\omega)=\frac{1}{2\pi^2\omega}\int_0^\infty\! k\sin(k\omega)\,e^{-ak}dk
=\frac{1}{2\pi^2\omega}\,\mathrm{Im}\frac{1}{(a-i\omega)^2}
=\frac{a}{\pi^2(a^2+\omega^2)^2}.
\end{equation}
Inserting $\varphi(t)=e^{-at}$ in (\ref{eq:Gphi}) gives the Lorentzian Kubo--Toyabe function,
\begin{equation}
G(t)=\tfrac13+\tfrac23(1-at)\,e^{-at}.
\label{eq:LKT}
\end{equation}
Its derivative is
\begin{equation}
G'(t)=\tfrac23\,[-a-a(1-at)]\,e^{-at}=\tfrac23\,a(at-2)\,e^{-at},
\end{equation}
negative before $t=2/a$ and positive after it. The minimum is therefore at $t=2/a$, with $G(2/a)=\tfrac13-\tfrac23e^{-2}\simeq0.243$, and the polarization then recovers to $1/3$.

Dense moments make a useful contrast. If many neighbours contribute comparably, the field components are approximately Gaussian, and at a site of cubic symmetry their variances are equal. Take the field as an isotropic Gaussian, with variance $\Delta^2$ for each component. Then $\varphi=e^{-\Delta^2k^2/2}$, and (\ref{eq:Gphi}) gives
\begin{equation}
G_\Delta(t)=\tfrac13+\tfrac23(1-\Delta^2t^2)\,e^{-\Delta^2t^2/2}.
\label{eq:GKT}
\end{equation}
This starts quadratically, whereas (\ref{eq:LKT}) starts as $1-\tfrac43at$. A linear start is possible because $\langle\omega^2\rangle$ diverges for the Lorentzian: a few muons sit very close to a moment. In a crystal there is a nearest distance $r_0$, and since $|\mathbf u|\le2$ one moment produces at most the field $2C/r_0^3$. The linear start is thus rounded at times up to the order of $r_0^3/C$. The continuum of positions also requires that a small fraction of the lattice sites be occupied.

Now let the moments fluctuate while the muon stays in place. A muon far from all moments keeps seeing weak fields, and a muon next to one keeps seeing strong fields. The average must respect this: first the time evolution at one site, then the average over sites.

At fixed positions, a moment that explores all directions has $\langle\hat m_i\hat m_j\rangle=\delta_{ij}/3$. Its field is $(C/r^3)M\hat{\mathbf m}$ with $M=3\hat{\mathbf r}\hat{\mathbf r}-1$, and $M^2=9\hat{\mathbf r}\hat{\mathbf r}-6\hat{\mathbf r}\hat{\mathbf r}+1=1+3\hat{\mathbf r}\hat{\mathbf r}$. Independent moments add their covariances, so the field at the site has the covariance matrix
\begin{equation}
V=\sum_j\frac{C^2}{3r_j^6}\,(1+3\hat{\mathbf r}_j\hat{\mathbf r}_j),
\qquad
\Delta^2\equiv\tfrac13\mathrm{Tr}\,V=\sum_j\frac{2C^2}{3r_j^6}.
\end{equation}
The distribution of $\Delta$ over sites follows by the argument that led to (\ref{eq:poisson}). With $\beta=2sC^2/3$, $v=r^3$ and then $x=1/v$,
\begin{equation}
\langle e^{-s\Delta^2}\rangle=\exp\Big[-\frac{4\pi n}{3}\int_0^\infty\!dv\,(1-e^{-\beta/v^2})\Big],
\end{equation}
\begin{equation}
\int_0^\infty\!\frac{1-e^{-\beta x^2}}{x^2}\,dx=2\beta\int_0^\infty\!e^{-\beta x^2}dx=\sqrt{\pi\beta}.
\end{equation}
Hence
\begin{equation}
\langle e^{-s\Delta^2}\rangle=e^{-a_f\sqrt{2s}},\qquad
a_f=\frac{4\pi}{3}\sqrt{\frac{\pi}{3}}\;nC\simeq4.287\,nC .
\label{eq:levy}
\end{equation}

The density with this transform, written with a general constant $a$, is
\begin{equation}
\rho(\Delta)=\sqrt{\frac2\pi}\,\frac{a}{\Delta^2}\,e^{-a^2/2\Delta^2}.
\label{eq:rho}
\end{equation}
To verify it, put $x=a/\Delta$, which gives
\begin{equation}
\int_0^\infty\!\rho\,e^{-s\Delta^2}d\Delta=\sqrt{\frac2\pi}\int_0^\infty\!e^{-x^2/2-sa^2/x^2}dx .
\end{equation}
With $q=a\sqrt{2s}$ the exponent is $-\tfrac12(x-q/x)^2-q$. Let $J=\int_0^\infty e^{-(x-q/x)^2/2}dx$. The substitution $x\to q/x$ leaves the exponential unchanged and turns $dx$ into $(q/x^2)dx$. Adding the two forms, with $y=x-q/x$,
\begin{equation}
2J=\int_0^\infty\!\Big(1+\frac{q}{x^2}\Big)e^{-(x-q/x)^2/2}dx=\int_{-\infty}^{\infty}\!e^{-y^2/2}dy=\sqrt{2\pi}.
\end{equation}
The transform is therefore $\sqrt{2/\pi}\,\sqrt{\pi/2}\;e^{-q}=e^{-a\sqrt{2s}}$, as required.

Uemura's model takes the field at each site as an isotropic Gaussian of width $\Delta$, with $\Delta$ distributed by (\ref{eq:rho}). Its static limit is consistent with the earlier result: averaging $e^{-\Delta^2k^2/2}$ means setting $s=k^2/2$, which returns $e^{-ak}$. Since (\ref{eq:Gphi}) is linear in $\varphi$, the function (\ref{eq:GKT}) averaged with $\rho$ is the Lorentzian function (\ref{eq:LKT}). Within this model one constant $a$ serves both regimes. For real dipoles $a_f/a=0.944$: the static constant contains $\langle|g|\rangle=0.690$, whereas $a_f$ contains $\sqrt{2\langle g^2\rangle/\pi}=0.651$, the value that $\langle|g|\rangle$ would have for a Gaussian $g$ of the same variance.

For the dynamics at one site, let the field be redrawn from the site's own Gaussian at random instants, at the mean rate $\nu$. Either no redrawing has occurred up to $t$, or the first came at some time $u$. By isotropy the mean spin at $u$ is still along $z$, with length $G_\Delta(u)$, and the new field is independent of the past. Thus
\begin{equation}
G_d(t)=e^{-\nu t}G_\Delta(t)+\nu\int_0^t\!e^{-\nu u}G_\Delta(u)\,G_d(t-u)\,du .
\end{equation}
If $g$ is the Laplace transform of $G_\Delta$ and $p=s+\nu$, where $s$ is now the Laplace variable, this becomes
\begin{equation}
g_d(s)=\frac{g(p)}{1-\nu g(p)} .
\label{eq:renewal}
\end{equation}
For $\Delta\ll\nu$, expand (\ref{eq:GKT}) and transform term by term:
\begin{equation}
G_\Delta=1-\Delta^2t^2+\tfrac5{12}\Delta^4t^4-\dots,\qquad
g(p)=\frac1p-\frac{2\Delta^2}{p^3}+\frac{10\Delta^4}{p^5}-\dots
\end{equation}
The slow decay comes from the pole where $\nu g(p)=1$. With $p=\nu(1+\sigma)$ and $\delta=\Delta^2/\nu^2$, this condition, multiplied by $p/\nu$, reads
\begin{equation}
\sigma=-\frac{2\delta}{(1+\sigma)^2}+\frac{10\delta^2}{(1+\sigma)^4}
\simeq-2\delta(1+4\delta)+10\delta^2=-2\delta+2\delta^2 .
\end{equation}
The amplitude of the pole is $g/(-\nu g')=1/(-\nu^2g')$. Since $-\nu^2g'\simeq(1+\sigma)^{-2}-6\delta\simeq1-2\delta$, it is $1+2\delta$, and
\begin{equation}
G_d(t)\simeq(1+2\delta)\,e^{-2\delta\nu t+2\delta^2\nu t}.
\label{eq:site}
\end{equation}
To leading order $G_d=e^{-2\Delta^2t/\nu}$: faster fluctuation means slower relaxation, which is motional narrowing.

Averaging the leading form over sites means setting $s=2t/\nu$ in the transform of $\rho$, so that $a\sqrt{2s}=a\sqrt{4t/\nu}$. The result is the root-exponential decay
\begin{equation}
G(t)=e^{-\sqrt{\lambda t}},\qquad \lambda=\frac{4a^2}{\nu}.
\label{eq:root}
\end{equation}
Each site relaxes exponentially; the root comes from the broad spread of site rates.

The tail of $\rho$ contains sites with $\Delta\gtrsim\nu$, where the expansion fails. For $\nu\gg a$ their fraction is about $\sqrt{2/\pi}\,a/\nu$. In the extreme case $\Delta\gg\nu$ two thirds of the polarization is lost at once, and $g\simeq1/3p$. Then (\ref{eq:renewal}) becomes $g_d=\tfrac13/(s+\tfrac23\nu)$, so the remaining third decays at the rate $2\nu/3$. Such sites have relaxed when $t\gg1/\nu$, and (\ref{eq:root}) also gives them no weight then. The law therefore needs $t\gg1/\nu$. For most of the decay to happen at such times, $1/\lambda\gg1/\nu$ is needed as well, that is $\nu^2\gg4a^2$.

The leading error follows from (\ref{eq:site}). Let $T=\nu t$ and $F(T)=\langle e^{-2\delta T}\rangle=e^{-c\sqrt T}$ with $c=2a/\nu$. While $c\sqrt T$ is of order one, the sites that still contribute have $\delta$ of order $1/T$ or less, so $\delta$ and $\delta^2T$ are both at most of order $1/T$ and may be expanded. Differentiating $F$ gives $\langle\delta e^{-2\delta T}\rangle=-F'/2$ and $\langle\delta^2e^{-2\delta T}\rangle=F''/4$, so
\begin{equation}
G\simeq F-F'+\tfrac12TF''=F\Big[1+\frac{c}{2\sqrt T}+\frac{c^2}{8}+\frac{c}{8\sqrt T}\Big].
\end{equation}
With $y=c\sqrt T=\sqrt{\lambda t}$ this is
\begin{equation}
G(t)\simeq e^{-y}\Big[1+\frac{5y+y^2}{8\nu t}\Big].
\label{eq:corr}
\end{equation}
Numerical inversion of (\ref{eq:renewal}), averaged over sites, tested this excess over the root law to within 10\% of itself at $\nu=40a$, for $y=1$ and $1.5$.

At the opposite end, $t\ll1/\nu$, the root law has an infinite initial slope, which is false. A redrawing has then occurred with the small probability $\nu t$, and it alters a loss that is itself of order $at$. The static start $1-\tfrac43at$ thus survives to first order. At $\nu=20a$ the computed loss divided by $at$, taken at $at=10^{-3}$, is 1.328, against $4/3$.

The order of the averages matters. Suppose each redrawing took a new field from the whole Lorentzian distribution. Each muon would then visit sites of every kind. The transform of (\ref{eq:LKT}) is
\begin{equation}
g(p)=\frac1{3p}+\frac23\,\frac{p}{(p+a)^2}\simeq\frac1p-\frac{4a}{3p^2},
\end{equation}
and $\nu g(p)=1$ gives $p\simeq\nu-\tfrac43a$, so $s=-\tfrac43a$. The decay would be $e^{-4at/3}$ for any large $\nu$, with no narrowing. An interval of mean length $1/\nu$ costs a loss linear in its length, and there are $\nu$ intervals per unit time, so $\nu$ cancels. For a Gaussian site the loss is quadratic in the length, and a factor $1/\nu$ remains.

For real dipoles the site field is anisotropic. The mean spin $\mathbf S$ then obeys, to second order in a weak field with correlation $e^{-\nu\tau}$,
\begin{equation}
\frac{d\mathbf S}{dt}=\int_0^\infty\!d\tau\,\langle\boldsymbol\omega(t)\times[\boldsymbol\omega(t-\tau)\times\mathbf S]\rangle
=-R\,\mathbf S,\qquad R=\frac{\mathrm{Tr}V-V}{\nu},
\end{equation}
by $\boldsymbol\omega\times(\boldsymbol\omega\times\mathbf S)=\boldsymbol\omega(\boldsymbol\omega\cdot\mathbf S)-\omega^2\mathbf S$. For $V=\Delta^2$ times the unit matrix this is $2\Delta^2/\nu$ again. Since the sites have no preferred orientation, $G=\tfrac13\langle\mathrm{Tr}\,e^{-Rt}\rangle$. The mean eigenvalue of $R$ is $2\Delta^2/\nu$ and the exponential is convex, so the polarization lies on or above $\exp(-\sqrt{4a_f^2t/\nu})$. In 40\,000 random configurations the largest difference in $G$ from this root law was 0.008, sampling error included, at four times with exponents from 0.5 to 2. The same configurations, held static, followed (\ref{eq:LKT}) to 0.002 at the four times sampled.

For a worked example take round parameters: $m=2$ Bohr magnetons, $n=0.20\ \mathrm{nm^{-3}}$ and $\nu=30\ \mu\mathrm s^{-1}$. Microseconds are the natural unit here. The coupling is $C=1.580\ \mathrm{nm^3\,\mu s^{-1}}$, so
\begin{equation}
a=4.5406\times0.20\times1.5796\ \mu\mathrm s^{-1}=1.434\ \mu\mathrm s^{-1},
\end{equation}
equivalent to a field of 1.68 mT. A free moment with $g=2$ would itself precess in such a field at about $300\ \mu\mathrm s^{-1}$, ten times $\nu$, and would also respond to the field of the muon. The example therefore presumes that anisotropy or exchange holds each moment between reorientations. In real dilute alloys exchange also correlates the moments, and conduction electrons add a contact field at the muon; neither is in this model. If the moments are frozen, the minimum comes at $2/a=1.39\ \mu$s with $G=0.243$. If they fluctuate at the given rate, $\nu/a=20.9$ and
\begin{equation}
\lambda=\frac{4\times(1.434)^2}{30}\ \mu\mathrm s^{-1}=0.274\ \mu\mathrm s^{-1},\qquad \frac1\lambda=3.65\ \mu\mathrm s .
\end{equation}
At this $1/e$ time $\nu t=109$, well inside the regime of the root law. Redrawing from the whole Lorentzian would have given a rate of about $4a/3\simeq1.9\ \mu\mathrm s^{-1}$. Some values, with the site-averaged solution of (\ref{eq:renewal}) in the last column, are:
\begin{center}
\begin{tabular}{ccccc}
$t$ ($\mu$s) & static & root law & with (\ref{eq:corr}) & full average\\
0.01 & 0.981 & 0.949 & 1.054 & 0.982\\
0.10 & 0.828 & 0.847 & 0.878 & 0.876\\
1.00 & 0.264 & 0.592 & 0.599 & 0.599\\
3.65 & 0.318 & 0.368 & 0.370 & 0.370\\
8.00 & 0.333 & 0.227 & 0.228 & 0.228
\end{tabular}
\end{center}
At 0.01 $\mu$s, where $\nu t=0.3$, the full average follows the static curve. This row holds for the continuum of positions only: with $r_0\approx0.18$ nm, as at the octahedral site of copper, $r_0^3/C\approx0.004\ \mu$s, and the lattice shifts the static $G$ by about 0.003 at 0.01 and 0.1 $\mu$s. The root law is too low there, and its correction, used outside its range, even exceeds 1. From 1 $\mu$s on, the root law is within about 0.007 of the full average, and the correction removes nearly all of the difference. At 8 $\mu$s the fluctuating case lies below the static one: fluctuations slow the early loss but destroy the one-third tail.

With the dipole constant, $a_f=1.354\ \mu\mathrm s^{-1}$ replaces $a$, and the root law has the rate $0.245\ \mu\mathrm s^{-1}$ and the $1/e$ time $4.09\ \mu$s. Because the anisotropy of the site field puts $G$ on or above this law, these are an upper bound on the effective rate and a lower bound on the $1/e$ time. Since $dG=-\tfrac12ye^{-y}\,d\lambda/\lambda$, a shift of $G$ by 0.008 at $y=1$ would correspond to about 4\% in the rate. A fluctuation rate derived from a measured $\lambda$ and a static $a$ through $\nu=4a^2/\lambda$ would then be too high by at least the factor $(a/a_f)^2\simeq1.12$, and by about 1.17 once the lowering of the rate by anisotropy is included, if the moments are the independent classical ones assumed here.

\section*{Calculated quantities}
\begin{verbatim}
moment m = 2.0 Bohr magnetons
density n = 0.20 nm^-3
fluctuation rate nu = 30.0 us^-1
muon gyromagnetic ratio = 851.62 rad us^-1 T^-1
coupling C = 1.5796 nm^3 us^-1
static factor a/(nC) = 4.5406
fast factor a_f/(nC) = 4.2865
ratio a_f/a = 0.9440
static width a = 1.4344 us^-1
width a as a field, a/gamma = 1.6844 mT
minimum time 2/a = 1.3943 us
minimum value G(2/a) = 0.2431
a*t of minimum found from field integral = 2.0000
ratio nu/a = 20.91
root-law rate lambda = 4a^2/nu = 0.2743 us^-1
1/e time 1/lambda = 3.6450 us
nu*t at the 1/e time = 109.3
fast dipole width a_f = 1.3542 us^-1
dipole rate 4a_f^2/nu = 0.2445 us^-1
dipole 1/e time = 4.0899 us
rate without site sorting, 4a/3 = 1.9126 us^-1
t (us) | nu t | static G | root law | corrected | full dynamic average
0.0100 | 0.30 | 0.9811 | 0.9490 | 1.0536 | 0.9819
0.0300 | 0.90 | 0.9444 | 0.9133 | 0.9719 | 0.9509
0.1000 | 3.00 | 0.8281 | 0.8474 | 0.8776 | 0.8759
0.5000 | 15.00 | 0.4254 | 0.6905 | 0.7019 | 0.7016
1.0000 | 30.00 | 0.2643 | 0.5923 | 0.5994 | 0.5993
2.0000 | 60.00 | 0.2626 | 0.4768 | 0.4810 | 0.4809
3.6450 | 109.35 | 0.3182 | 0.3679 | 0.3704 | 0.3704
8.0000 | 240.00 | 0.3333 | 0.2273 | 0.2284 | 0.2284
initial slope of dynamic average, -G'/a = 1.328
random dipoles, largest static deviation = 0.0020
random dipoles, largest root-law deviation = 0.0078
number of random dipole configurations = 40000
\end{verbatim}
